# Donors and Acceptors Need Not Scatter Carriers Equally

Let a very slow electron meet a screened ion whose potential falls off as $e^{-r}/r$, with $r$ measured in screening lengths. At zero energy only the spherical wave $\psi=u(r)/r$ matters, and

$$u''=-2sg\,\frac{e^{-r}}{r}\,u,\qquad u(0)=0,\qquad u\to r+f .$$

Here $s=+1$ for an attractive ion, $s=-1$ for a repulsive one, and $g>0$ is the strength. Since $\psi\to1+f/r$, the number $f$ is the scattering amplitude.

For small $g$, start from the undisturbed $u=r$ and add corrections $w_1,w_2,\dots$ The first obeys $w_1''=-2sg\,e^{-r}$. The solution that vanishes at the origin and levels off far away is $w_1=2sg(1-e^{-r})$, so $f_1=2sg$. Its square does not know the sign.

The second correction is driven by the first:

$$w_2''=-2sg\frac{e^{-r}}{r}w_1=-4g^2\,\frac{e^{-r}-e^{-2r}}{r}.$$

Its limiting value is $\int_0^\infty w_2'\,dr=-\int_0^\infty r\,w_2''\,dr$, by parts, so

$$f_2=4g^2\int_0^\infty(e^{-r}-e^{-2r})\,dr=4g^2\left(1-\tfrac12\right)=2g^2 .$$

This term is positive for both ions. It adds to the attractive amplitude and takes away from the repulsive one:

$$4\pi f^2\approx16\pi g^2(1+sg)^2\approx16\pi g^2(1+2sg).$$

An attractive ion draws the wave towards the place where the potential acts; a repulsive ion pushes it away. At $g=0.5$ the full amplitudes are $2.21$ and $-0.68$, where the first step gives $\pm1$. The cross sections differ by a factor $(2.2069/0.6811)^2\approx10.5$.

## The belief and its appeal

The belief is that a singly charged donor and a singly charged acceptor scatter electrons equally. It has two good arguments behind it. To lowest order the scattering rate is proportional to the square of the potential's matrix element, and a square has no sign. Besides, the cross section of an unscreened charge really is the same for attraction and repulsion. The first argument is an approximation. The second is true, but does not carry over to a screened charge.

Take an electron of isotropic mass $m$ in a parabolic band and

$$V(r)=-s\,\frac{e^2}{4\pi\varepsilon r}e^{-r/\lambda},$$

with $s=+1$ for a donor and $s=-1$ for an acceptor. For holes the roles are exchanged. Multiplying the Schrödinger equation by $2m/\hbar^2$ turns $V$ into $-2s\,e^{-r/\lambda}/(ar)$, where $a=4\pi\varepsilon\hbar^2/(me^2)$ is the effective Bohr radius. With lengths in units of $\lambda$ this becomes

$$U=-2sg\,\frac{e^{-r}}{r},\qquad g=\frac{\lambda}{a},\qquad x=k\lambda .$$

The two signs are compared ion for ion, at the same $\lambda$ and $k$. A compensated crystal, which holds both kinds of ion in one electron gas, realises this comparison as far as both are screened alike.

## What the Born approximation keeps

Let $Q$ be the momentum transfer, $Q^2=2x^2(1-\cos\theta)$. The first Born amplitude is

$$f_1=-\frac1{4\pi}\int e^{-i\mathbf Q\cdot\mathbf r}U\,d^3r=\frac{2sg}{Q}\int_0^\infty e^{-r}\sin Qr\,dr=\frac{2sg}{1+Q^2}.$$

Resistance counts lost forward momentum, so each angle is weighted by $t=1-\cos\theta$. With $w=1+2x^2t$,

$$\sigma_B=8\pi g^2\int_0^2\frac{t\,dt}{(1+2x^2t)^2}=\frac{2\pi g^2}{x^4}\int_1^{1+4x^2}\left(\frac1w-\frac1{w^2}\right)dw$$

$$\phantom{\sigma_B}=\frac{2\pi g^2}{x^4}\left[\ln(1+4x^2)-\frac{4x^2}{1+4x^2}\right].$$

Only $g^2$ appears: the sign was lost on squaring.

## The next order restores the sign

In the second Born term the electron scatters from $\mathbf k$ to an intermediate $\mathbf p$ and then to $\mathbf k'$, with $|\mathbf k|=|\mathbf k'|=x$. The transform of $U$ is $-8\pi sg/(1+q^2)$ and the propagator is $1/(x^2-p^2+i0)$. Hence

$$f_2=-\frac1{4\pi}\int\frac{d^3p}{(2\pi)^3}\frac{(8\pi g)^2}{(x^2-p^2+i0)\,A\,B}=\frac{2g^2}{\pi^2}\int\frac{d^3p}{(p^2-x^2-i0)\,A\,B},$$

with $A=1+|\mathbf p-\mathbf k|^2$ and $B=1+|\mathbf p-\mathbf k'|^2$. The two signs have multiplied to $s^2=1$.

Join the denominators by $1/(AB)=\int_0^1dy\,[yA+(1-y)B]^{-2}$. With $\mathbf P=y\mathbf k+(1-y)\mathbf k'$ the bracket is $|\mathbf p-\mathbf P|^2+M^2$, where $M^2=1+x^2-P^2$. Because $\mathbf k\cdot\mathbf k'=x^2-Q^2/2$,

$$P^2=x^2-y(1-y)Q^2,\qquad M^2=1+y(1-y)Q^2 .$$

The $\mathbf p$ integral is easiest in position space. There $1/(p^2-x^2-i0)$ becomes $e^{ixr}/(4\pi r)$. Differentiating $\int d^3p\,e^{-i\mathbf p\cdot\mathbf r}/(p^2+M^2)=2\pi^2e^{-Mr}/r$ with respect to $M^2$ gives $\pi^2e^{-Mr}/M$ for the squared denominator; its shift by $\mathbf P$ supplies a factor $e^{-i\mathbf P\cdot\mathbf r}$. After the angular integration,

$$\frac{\pi^2}{M}\,\frac1P\int_0^\infty\sin(Pr)\,e^{-(M-ix)r}dr=\frac{\pi^2}{M\,[(M-ix)^2+P^2]}=\frac{\pi^2}{M(1-2ixM)},$$

since $M^2+P^2-x^2=1$. Therefore

$$\mathrm{Re}\,f_2=2g^2\int_0^1\frac{dy}{M(1+4x^2M^2)}>0 .$$

At $x=0$ this is the $2g^2$ found at the start. In

$$|f|^2=f_1^2+2f_1\,\mathrm{Re}f_2+O(g^4)$$

the cross term has the sign of $f_1$, which is $s$. At this leading order attraction scatters more at every angle and every energy.

Write the resulting cross section as $\sigma_s=\sigma_B+s\,g^3C(x)+\dots$ The integral gives $C=58.19$, $4.081$ and $0.0317$ (in units of $\lambda^2$) at $x=0.3$, $1$ and $3$. Half the difference of the two cross sections computed from phase shifts at $g=0.03$, divided by $g^3$, gives $58.27$, $4.080$ and $0.0317$. Relative to $\sigma_B$, the difference $\sigma_+-\sigma_-$ is $3.51g$, $1.60g$ and $0.31g$. It tends to $4g$ for slow electrons, by the opening result, and is much smaller for fast ones.

## What phase shifts add

The phase shift $\delta_l$ is the displacement of the outer wave of angular momentum $l$, found by solving the radial equation with the whole potential. In terms of $a_l=e^{i\delta_l}\sin\delta_l$ the amplitude is $f=x^{-1}\sum(2l+1)a_lP_l(\cos\theta)$. Using $\int_{-1}^1P_l^2\,d\cos\theta=2/(2l+1)$ and $(2l+1)\cos\theta\,P_l=(l+1)P_{l+1}+lP_{l-1}$,

$$\int|f|^2d\Omega=\frac{4\pi}{x^2}\sum_l(2l+1)|a_l|^2,$$

$$\int|f|^2\cos\theta\,d\Omega=\frac{4\pi}{x^2}\sum_l(l+1)\,2\,\mathrm{Re}(a_la_{l+1}^*).$$

The first sum can be regrouped as $\sum(l+1)(|a_l|^2+|a_{l+1}|^2)$. Subtraction leaves $|a_l-a_{l+1}|^2$. As $a_l=(e^{2i\delta_l}-1)/2i$,

$$\sigma_{tr}=\frac{4\pi}{x^2}\sum_l(l+1)\sin^2(\delta_l-\delta_{l+1}).$$

This shows what is needed for a difference. If reversing the charge merely reversed every $\delta_l$, the squares would not change. Phase shifts reveal the sign when they are not odd in the coupling.

## The bare charge is a true exception

Without screening, and now in ordinary units of length, the radial equation is

$$-u_l''+\left[\frac{l(l+1)}{r^2}+\frac{2\eta k}{r}\right]u_l=k^2u_l,\qquad \eta=-\frac{s}{ka}.$$

Let $W=(l+1)/r+c$ with $c=\eta k/(l+1)$, and write $D=d/dr$. Expanding the products shows that $(D+W)(-D+W)$ is the operator on the left plus $c^2$, while $(-D+W)(D+W)$ is the same with $l\to l+1$. So $(-D+W)u_l$ solves the equation for $l+1$. It also vanishes at the origin, because the leading terms $\mp(l+1)r^l$ cancel.

Far away $u_l\to\sin\Phi$, with $\Phi=kr-\eta\ln2kr-l\pi/2+\gamma_l$. Setting $\tan\beta=\eta/(l+1)$,

$$(-D+W)u_l\to k(\tan\beta\,\sin\Phi-\cos\Phi)=\frac{k}{\cos\beta}\sin\left(\Phi+\beta-\tfrac{\pi}{2}\right).$$

Thus $\gamma_{l+1}=\gamma_l+\beta$, and

$$\sin^2(\gamma_l-\gamma_{l+1})=\frac{\eta^2}{(l+1)^2+\eta^2},$$

the same for both signs, term by term. The momentum-loss sum diverges logarithmically, so a non-zero mobility needs a cut-off, and screening brings the sign back. At fixed $ka=1$ the donor-to-acceptor ratio of $\sigma_{tr}$ is $3.35$, $2.19$, $1.64$ and $1.34$ for $g=1,2,4,8$. It moves towards one, the excess nearly halving each time $g$ is doubled.

## Attraction can also scatter less

"Donors scatter more" would be a new mistake if taken as a law. Return to zero energy, with $u=r+\sum_nc_n(1-e^{-nr})$. Multiply the equation by $1-e^{-mr}$ and integrate by parts. This gives $(K-sgB)c=sg\,b$, where

$$K_{mn}=\frac{mn}{m+n},\quad B_{mn}=2\ln\frac{(1+m)(1+n)}{1+m+n},\quad b_m=\frac{2m}{m+1}.$$

As before $f=-\int r\,u''dr$. Replacing $u''$ from the equation gives $f=2sg\int e^{-r}u\,dr=sg(2+b\cdot c)$. Expand in vectors with $Bv_j=Kv_j/g_j$ and $v_j\cdot Kv_j=1$:

$$f=2sg+g^2\sum_j\frac{(b\cdot v_j)^2}{1-sg/g_j}.$$

For a donor $f$ diverges at each $g_j$, where a new bound state appears. Just above $g_1$ it is large and negative, just below $g_2$ large and positive, so it must vanish in between. For an acceptor no denominator vanishes.

Seven trial functions give $g_1=0.840$, $g_2=3.22$ and the zero at $g=2.23$. There, at $x=0.05$, the donor's $\sigma_{tr}$ is $0.008\lambda^2$ and the acceptor's $31\lambda^2$. The stronger pull has displaced the inner wave so that the outer wave is almost undisturbed.

## Mobility in a doped crystal

A field $\mathcal E$ changes the occupation of a state by an amount proportional to $e\mathcal E v_z\tau(-\partial n_F/\partial E)$, where $n_F$ is the Fermi function. Averaging $v_z^2=2E/3m$ over a density of states proportional to $\sqrt E$, and dividing by the electron density, gives

$$\mu=\frac em\,\frac{\int\tau E^{3/2}(-\partial n_F/\partial E)\,dE}{\int E^{3/2}(-\partial n_F/\partial E)\,dE},\qquad\frac1\tau=v(N_D\sigma_++N_A\sigma_-).$$

The ions are taken to act independently, and $\sigma_\pm$ are now areas in ordinary units. Linear screening gives $\lambda^{-2}=(e^2/\varepsilon)\,\partial n/\partial\mu_c$, with $\mu_c$ the chemical potential.

Choose $m=0.07$ electron masses, relative permittivity 13, 300 K and $n=10^{18}\ \mathrm{cm^{-3}}$. Then $a=9.83$ nm, $\lambda=5.65$ nm and $g=5.65/9.83=0.575$. This is below $g_1$, so the donor binds no electron. At the mean transport energy of 88 meV, $x=2.28$.

With $10^{18}$ ions per cm³ and no other scattering, the Born mobility is 7360 cm²/Vs for either sign. The phase shifts give 6610 for donors and 8600 for acceptors. The second case is hypothetical, since acceptors alone would not supply the electrons. Relative to Born, donors lower the mobility by 10% and acceptors raise it by 17%; the ratio of the two is 1.30.

Now keep $n$ fixed and take $1.5\times10^{18}$ donors and $0.5\times10^{18}$ acceptors per cm³. Adding inverse mobilities gives

$$\frac1\mu\approx\frac{1.5}{6612}+\frac{0.5}{8605}=2.85\times10^{-4}\ \mathrm{Vs/cm^2},$$

or about 3510 cm²/Vs. Adding the rates at each energy gives 3500. The sign-blind value is 3680, so an estimate of the total ion density from it would be off by about 5%.

At $3\times10^{17}$ and $10^{17}\ \mathrm{cm^{-3}}$ the acceptor-to-donor mobility ratio falls to 1.25 and 1.17, although $g$ rises to 0.89 and 1.44. Both the potential, measured by $g$, and the energy distribution change here, and their effects have not been separated. In both cases $g>g_1$, so an isolated screened donor of this model has a bound state, whose occupation is ignored here; whether it survives among neighbours only a Bohr radius or two away is not addressed.

## Does the screening know the sign?

Linear screening gives both ions clouds of equal size. The phase shifts can test this. In a large sphere of radius $R$ the allowed waves satisfy $kR+\delta_l-l\pi/2=\text{integer}\times\pi$, so an ion brings $\delta_l/\pi$ extra states below $k$. Counting spin and the $2l+1$ orientations, the displaced electron number is

$$Z=\frac2\pi\int dE\left(-\frac{\partial n_F}{\partial E}\right)\sum_l(2l+1)\delta_l ,$$

when there is no bound state. To first order the forward amplitude gives $\sum(2l+1)\delta_l=2sgx$. The density of states $mk/(\pi^2\hbar^2)$ makes $\lambda^{-2}=(4/\pi a)\int k(-\partial n_F/\partial E)\,dE$, and so $Z=s$: neutrality holds at this order.

The full phase shifts give $|Z|=1.054$ for the donor and $0.954$ for the acceptor. Keeping the shape of the potential but adjusting $\lambda$ to restore $|Z|=1$ requires 5.50 nm and 5.78 nm. The mobilities become 6750 and 8430 cm²/Vs, with a ratio of 1.25. Consistent screening removes about a sixth of the excess over one and leaves the rest.

## Beside a real semiconductor

The parameters lie roughly in the regime of n-type gallium arsenide, where the room-temperature mobility at this doping is very roughly 3000 cm²/Vs. The ion-only values are higher, largely because lattice vibrations are left out. Adding them with one energy-independent time, set by a rough lattice mobility of 8000 cm²/Vs, gives 3370 for donors and 3950 for acceptors, and dilutes the ratio to 1.17. Real polar vibrations scatter inelastically, which this does not describe.

Other changes were made one at a time to the ion-only model. In a non-parabolic band the mass grows roughly as $m(1+2E/E_g)$; at 88 meV, with a rough gap $E_g$ of 1.4 eV, it is 0.079 electron masses, and using this one value at all energies makes the ratio 1.33. Warming to 400 K at the same electron density lowers it to 1.24. Both shifts are smaller than that from the lattice. Cooling to 77 K has a larger effect and raises the ratio to 1.52. The weakest assumption may be that of independent ions: a sphere of radius $\lambda$ holds 0.76 ions on average, or 1.5 in the compensated example, and interference between neighbours has not been calculated. The result also supposes a low field. At about 1.5 kV/cm an electron moving along the electric force gains $k_BT$ over about 175 nm, a mean free path estimated as the speed at the mean transport energy times the averaged collision time $m\mu/e$, with donors as the only scatterers, and carrier heating can no longer be ignored. It can set in at lower fields, because elastic collisions with ions do not remove the energy gained.

Within these limits, $N_D+N_A$ is a sound measure of scattering when the sign difference is small against the accuracy wanted. Otherwise donors and acceptors need separate cross sections, and which is larger has to be computed. The values used here are in the numerical output below.

## Computed values

```
Weak coupling: x, cubic coefficient (formula, phase shifts; lam^2),
  and relative sign difference (sigma+ - sigma-)/sigma_Born per g
  x=0.3  58.1885  58.2670  3.5071
  x=1.0  4.0808  4.0800  1.6048
  x=3.0  0.0317  0.0317  0.3097
First binding couplings g: 0.8399, 3.224
Zero-energy amplitude at g=0.5, donor: 2.2069 lam
Zero-energy amplitude at g=0.5, acceptor: -0.6811 lam
Donor amplitude vanishes at g = 2.233
  there, x=0.05: sigma_tr donor 0.0082 lam^2, acceptor 31.189 lam^2
Towards bare Coulomb (k*a=1): g, sigma_tr donor/acceptor
  g=1  3.3483
  g=2  2.1892
  g=4  1.6375
  g=8  1.3433
Inputs: mass 0.07 m_e, permittivity 13.0, n 1.0e+18 cm^-3, T 300 K
Effective Bohr radius 9.828 nm
Screening length 5.650 nm, g = 0.5749
Chemical potential 38.9 meV, kT 25.85 meV
Mean transport energy 88.3 meV, its k*lam = 2.276
Mobility, Born, either sign: 7359 cm^2/Vs
Mobility, donors only: 6612 cm^2/Vs
Mobility, acceptors only, same lam: 8605 cm^2/Vs
Mobility ratio acceptor/donor: 1.301
Compensated (1.5 N donors + 0.5 N acceptors): 3503 cm^2/Vs, Born 3680 cm^2/Vs
Density trend, 300 K: n (cm^-3), lam (nm), g, mobilities (cm^2/Vs)
  1e+17 lam 14.13 g 1.438 donor 28490 acceptor 33272 Born 29704 ratio 1.168
  3e+17 lam 8.71 g 0.886 donor 13186 acceptor 16457 Born 14245 ratio 1.248
Displaced charge at linear lam (units of e): Born 1.0000, donor 1.0543, acceptor 0.9538
Friedel-adjusted lam: donor 5.500 nm, acceptor 5.784 nm
Friedel-adjusted mobility: donor 6745, acceptor 8425 cm^2/Vs, ratio 1.249
With rough lattice mobility 8000 cm^2/Vs: donor 3369, acceptor 3950 cm^2/Vs, ratio 1.172
Nonparabolic mass (rough gap 1.4 eV): 0.0788 m_e, donor 5800 cm^2/Vs, ratio 1.326
Mobility ratio at 77 K: 1.515, at 400 K: 1.237
Ions inside one screening sphere: 0.756
Mean free path (donors) 175.3 nm, k*path = 70.6
Ion potential energy at r=lam: 7.21 meV
Field giving kT per mean free path: 1.47 kV/cm
```
